Why a lower total energy does not make a carbon pseudopotential better

Comment on a proposed variational ranking of carbon pseudopotentials

The argument under review

The manuscript compares two norm-conserving pseudopotentials for carbon, here called P3 and P5. Both are generated from the same all-electron atom, in the same functional and the same reference configuration 2s²2p². The self-consistent pseudo-atom has total energy −6.40435 Ha with P3 and −8.51890 Ha with P5. The manuscript reasons as follows. The ground state minimizes the energy. Any approximation therefore gives an energy that is too high, and of two approximations the one with the lower energy is nearer the truth. P5 lies 2.11 Ha lower and also nearer the all-electron energy of −37.42575 Ha, so P5 is recommended.

The first sentence of this reasoning is true, and the second does not follow from it when the approximation is a change of the potential.

1. Setting and conventions

Hartree atomic units are used (1 mHa = 10⁻³ Ha). The atom is spherical, spin-unpolarized and nonrelativistic, treated in Kohn–Sham theory with the local density approximation (Slater exchange, VWN correlation). An orbital of angular momentum l is u_l(r)/r times a spherical harmonic, with ∫u_l² dr = 1. The valence occupations f = (f_s, f_p) are fixed real numbers, and the valence density is n = Σ f_l u_l²/(4πr²). A semilocal pseudopotential supplies one radial function V_l(r) per channel and, if a nonlinear core correction is used, a fixed model core density n_c. The energy functional is

E_ps[u] = Σ f_l ⟨u_l| T_l + V_l |u_l⟩ + E_H[n] + E_xc[n + n_c]     (1)

with T_l = −½ d²/dr² + l(l+1)/(2r²), E_H[n] = ½∫n v_H d³r where ∇²v_H = −4πn, and E_xc[ρ] = ∫e(ρ) d³r. Here e is the exchange-correlation energy per volume, and v_xc = e′(ρ).

A pseudopotential is built to reproduce the all-electron (AE) atom in the same functional. "Accurate" therefore means that differences of total energy between configurations agree with the AE differences. Experiment does not enter.

2. What the variational principle says about two potentials

For one fixed set {V_l, n_c} and fixed f, let u^A be the orbitals that minimize the functional E_A[u], with minimum E_A. Each channel holds one orbital, so normalization is the only constraint, and

E_A ≤ E_A[u] for every normalized u.     (2)

I assume that the nodeless self-consistent solution is this minimum and not another stationary point. The same functional stands on both sides of (2). The manuscript compares E_A with E_B, the minimum of another functional, and (2) contains no such comparison.

Inequality (2) can be applied to two potentials, but only by using each set of orbitals as a trial function for the other functional. Take A and B with the same n_c. Then all terms of (1) except the V_l agree, and for any u

E_B[u] − E_A[u] = Σ f_l ⟨u_l| V_l^B − V_l^A |u_l⟩ ≡ W[u].

Inserting u^A into functional B gives E_B ≤ E_B[u^A] = E_A + W[u^A]. Inserting u^B into functional A gives E_A ≤ E_A[u^B] = E_B − W[u^B]. Both solved for E_B − E_A give

W[u^B] ≤ E_B − E_A ≤ W[u^A].     (3)

So E_B − E_A is confined between two averages of V^B − V^A, one taken over the orbitals of B and one over the orbitals of A; these two averages can lie far apart and can differ in sign. The AE atom does not appear in (3), and a quantity that makes no reference to the target cannot say which potential is closer to it. Nearness to the AE total energy is no criterion either: that energy belongs to six electrons in the field −6/r, while E_ps belongs to four electrons in another field, and no inequality of type (2) connects them.

3. What norm conservation fixes

To see what E_ps contains, the construction is needed. The one used here has the Troullier–Martins form, cut at r¹⁰ and without the zero-curvature condition. A radius r_c is chosen beyond the outermost node of the AE orbital. Outside r_c the pseudo-orbital equals the AE orbital. Inside, with m = l + 1,

u = r^m e^{p(r)},   p = c₀ + c₂r² + c₄r⁴ + c₆r⁶ + c₈r⁸ + c₁₀r¹⁰.

The screened potential V^scr is defined by demanding that u solve −½u″ + [l(l+1)/(2r²) + V^scr]u = εu at the AE eigenvalue ε. From u′/u = m/r + p′ and u″/u = (u′/u)′ + (u′/u)²,

u″/u = −m/r² + p″ + m²/r² + 2m p′/r + p′².

Since m² − m = l(l+1), the 1/r² terms, halved, cancel the centrifugal term, and

V^scr = ε + m p′/r + ½(p″ + p′²).     (4)

At r_c the continuity of u and u′ fixes p = ln(u/r^m) and p′ = u′/u − m/r. Solving (4) for p″ and differentiating twice gives the values that make V, V′ and V″ join the AE Kohn–Sham potential V:

p″ = 2(V − ε) − 2m p′/r − p′²
p‴ = 2V′ + 2m p′/r² − 2m p″/r − 2p′p″
p⁗ = 2V″ − 4m p′/r³ + 4m p″/r² − 2m p‴/r − 2p″² − 2p′p‴

These are five conditions on six coefficients. The difference of two solutions is a polynomial of degree five in t = r² with a fivefold zero at t = r_c², hence a multiple of b(r) = (1 − r²/r_c²)⁵. So p = p₀ + a b, with p₀ the solution having c₁₀ = 0. The sixth condition is norm conservation,

∫₀^{r_c} r^{2m} e^{2p₀ + 2ab} dr = ∫₀^{r_c} (u^AE)² dr.

Because b > 0 inside r_c, the left side has a positive derivative in a and runs from 0 to ∞, so exactly one a solves it. The resulting u has no node and is therefore the lowest state of its channel.

The screening by the reference pseudo-density n₀ is then removed:

V_l = V_l^scr − v_H[n₀] − v_xc[n₀ + n_c].     (5)

In the reference configuration f⁰ the self-consistent screening adds the same two terms back, so the pseudo-atom has the AE valence eigenvalues and the AE orbitals beyond r_c. What is fixed is thus ε_l, the tails, and one number per channel, the charge inside r_c. The distribution of that charge and the model core n_c are left to the choice of the builder.

4. The reference energy

Multiply the Kohn–Sham equation (T_l + V_l + v_H + v_xc)u_l = ε_l u_l by f_l u_l, integrate over r and sum over l. Since Σ f_l u_l² dr = n₀ d³r for spherical integrands,

Σ f_l ⟨T_l + V_l⟩ = Σ f_l ε_l − ∫n₀ v_H d³r − ∫n₀ v_xc d³r.

With ∫n₀ v_H d³r = 2E_H, insertion into (1) leaves E_H − 2E_H = −E_H, and

E_ps(f⁰) = Σ f_l ε_l^AE − E_H[n₀] + E_xc[n₀ + n_c] − ∫n₀ v_xc[n₀ + n_c] d³r.     (6)

The first term is the same for every potential built from this reference. The others are not. For the Hartree term, n = −∇²v_H/4π and an integration by parts give E_H = (1/8π)∫|∇v_H|² d³r. Gauss's law gives |∇v_H| = Q(r)/r², with Q(r) the valence charge within r, so

E_H = ½ ∫₀^∞ Q(r)²/r² dr.

Norm conservation fixes Q(r) for r ≥ r_c only, and the part of the integral inside r_c depends on the chosen shape. The last two terms of (6) depend on that shape too, and on n_c. For a single valence electron with no Hartree or exchange-correlation term, (6) would reduce to ε and all potentials would have the same energy. The spread of pseudo-atom energies at fixed valence comes entirely from the interaction terms.

5. What does determine the accuracy

Define the offset Δ(f) = E_ps(f) − E_AE(f), with both energies self-consistent and the AE core relaxed. The error of an excitation energy f⁰ → f is

[E_ps(f) − E_ps(f⁰)] − [E_AE(f) − E_AE(f⁰)] = Δ(f) − Δ(f⁰).     (7)

A constant added to E_ps changes Δ(f⁰) and drops out of (7). The variation of Δ follows from Janak's theorem, which is derived thus. The energy depends on f_i explicitly and through the orbitals. At fixed orbitals, ∂n/∂f_i = u_i²/(4πr²), so the explicit derivative of (1) is ⟨u_i|T_i + V_i + v_H + v_xc|u_i⟩ = ε_i. The derivative with respect to orbital j is δE/δu_j = 2f_j(T_j + V_j + v_H + v_xc)u_j = 2f_j ε_j u_j at self-consistency, so the implicit part is Σ_j 2f_j ε_j ∫u_j (∂u_j/∂f_i) dr = Σ_j f_j ε_j ∂(∫u_j² dr)/∂f_i = 0 by normalization. Hence

∂E/∂f_i = ε_i.

The same steps hold for the AE atom, the 1s orbital being one more term in the sum over j. Subtracting the two atoms and integrating along a path of occupations,

Δ(f) − Δ(f⁰) = ∫ Σ_i (ε_i^ps − ε_i^AE) df_i.     (8)

This is exact within the model, provided the levels remain bound and vary smoothly along the path. It can fail toward negative ions if a level ceases to be bound.

At f⁰ the eigenvalues agree by construction, so the gradient of Δ vanishes there. Define the hardness matrix η_ij = ∂ε_i/∂f_j = ∂²E/∂f_i∂f_j, symmetric as a second derivative. To first order ε_i^ps − ε_i^AE = Σ_j Δη_ij δf_j, with Δη = η^ps − η^AE at f⁰. On the straight path f⁰ + s δf, with s from 0 to 1, the integrand of (8) is s δf·Δη·δf, and ∫₀¹ s ds = ½:

Δ(f⁰ + δf) − Δ(f⁰) = ½ δf·Δη·δf + O(δf³).     (9)

The error is governed by how the eigenvalues respond when charge is moved, that is by the second and higher derivatives of Δ. The manuscript ranks the potentials by the zeroth-order term Δ(f⁰), the one term that cancels.

6. Two model cores

A pair with very different Δ(f⁰) and nearly equal derivatives is obtained by keeping the pseudo-orbitals and changing only n_c. Let P4 use the full 1s density n₄, and let P3 use n₃, equal to n₄ for r > r₀ and to the Louie–Froyen–Cohen form A sin(br)/r inside. With z = br₀, matching the logarithmic derivative requires b cot z − 1/r₀ = n₄′/n₄, that is z cot z = 1 + r₀n₄′/n₄, and matching the value gives A = r₀n₄(r₀)/sin z.

By (5), V_l⁽⁴⁾ − V_l⁽³⁾ = −e′(n₀+n₄) + e′(n₀+n₃) for both l. The two functionals therefore differ by a functional of the density alone,

G[n] = ∫ { e(n+n₄) − e(n+n₃) − n [e′(n₀+n₄) − e′(n₀+n₃)] } d³r,

whose integrand vanishes for r > r₀. Put n = n₀ + δn and expand e(n₀+n_c+δn) = e + e′δn + ½e″δn² + … for each core. The terms linear in δn are δn[e′(n₀+n₄) − e′(n₀+n₃)] from the first two terms and the negative of this from the third, so they cancel:

G[n] = G[n₀] + ½ ∫_{r<r₀} [e″(n₀+n₄) − e″(n₀+n₃)] δn² d³r + O(δn³).     (10)

The argument that led to (3), with G in place of W, gives G[n⁽⁴⁾] ≤ E₄ − E₃ ≤ G[n⁽³⁾] in each configuration, where n⁽³⁾ and n⁽⁴⁾ are the two self-consistent densities. At f⁰ both equal n₀, so E₄ − E₃ = G[n₀]. Elsewhere E₄ − E₃ departs from G[n₀] only at second order in the change of valence density inside r₀, weighted by a difference of kernels e″. For exchange, e ∝ −ρ^{4/3} gives e″ ∝ −ρ^{−2/3}, which is small where the core density is high.

The constant G[n₀] is not small. Where n₀ ≪ n_c, expanding in n₀ gives e(n_c+n₀) − n₀e′(n_c+n₀) = (e + n₀e′ + ½n₀²e″) − (n₀e′ + n₀²e″) = e(n_c) − ½n₀²e″(n_c) up to third order. To leading order, then,

G[n₀] ≈ E_xc[n₄] − E_xc[n₃],     (11)

the difference of the exchange-correlation energies of the two model cores by themselves, in which no valence electron takes part.

7. Carbon

The AE atom on a radial grid has E = −37.42575 Ha, ε_2s = −0.50087 Ha and ε_2p = −0.19919 Ha; a Gaussian-basis calculation gives the same total energy to these digits. Five potentials were built. P1 and P2 have no model core and r_c = 1.2 and 1.5 bohr. P3 has r_c = 1.2 bohr and the partial core with r₀ = 0.4 bohr (A = 0.8453 bohr⁻², b = 6.2505 bohr⁻¹, 1.083 electrons). P4 and P5 have the full core, with r_c = 1.2 and 3.0 bohr. The program whose output follows this comment tests (3), (6), Janak's theorem, (8) and (9) against self-consistent energies evaluated from (1).

The common first term of (6) is 2(−0.50087) + 2(−0.19919) = −1.4001 Ha. In the order of (6), in Ha:

P3: −1.40010 − 4.36568 − 2.51426 + 1.87570 = −6.4043
P4: −1.40010 − 4.36568 − 4.64279 + 1.88315 = −8.5254
P5: −1.40010 − 4.35565 − 4.65673 + 1.89359 = −8.5189

The self-consistent values are −6.40435, −8.52543 and −8.51890 Ha. For P3 and P4 the first two terms coincide, and

E₄ − E₃ = (−4.64279 + 2.51426) + (1.88315 − 1.87570) = −2.12853 + 0.00745 = −2.12108 Ha,

or −57.7 eV. The estimate (11) gives −3.1464 + 1.0254 = −2.1210 Ha.

The AE excitation energies from 2s²2p² to 2s¹2p³, 2s²2p¹, 2s¹2p² and 2s²2p⁰ are 0.30233, 0.40390, 0.71539 and 1.29565 Ha. The errors (7), pseudo minus AE, in mHa, with E_ps in Ha:

      s¹p³     s²p¹     s¹p²     s²p⁰       E_ps
P1   −0.31    −0.28    −0.28    −3.56    −5.34548
P2   −0.31    −0.43    −0.04    −4.91    −5.34665
P3   −0.10     0.01    −0.23    −0.07    −6.40435
P4   −0.10     0.01    −0.23    −0.06    −8.52543
P5    1.52    −3.96     6.65   −33.85    −8.51890

P3 and P4 are equally accurate on this set. The largest error of each is 0.23 mHa (6 meV), which is 0.23/715 = 0.03 % of the AE energy of that excitation. Their excitation energies differ from each other by at most about 0.01 mHa (0.3 meV). This figure is comparable with the 0.01 mHa tolerance to which the eigenvalue matching was tested, so only its order should be used. Their total energies differ by 2.12 Ha, of order 10⁵ times as much. The three elements of their hardness mismatch (ss, sp, pp) are −0.267, −0.034, 0.014 mHa for P3 and −0.266, −0.035, 0.014 mHa for P4. The diagonal elements were cross-checked against second differences of the energy only to 0.03 mHa, and the symmetry of the off-diagonal element only to 0.1 mHa, so the two sets are to be read as equal within these tolerances, and the sp and pp elements as not distinguished from zero by these checks. Equation (10) explains why the constant can be large while the variation begins at second order; the size of the second-order integral was not evaluated separately.

P5, the potential recommended in the manuscript, lies 2.11454 Ha (57.5 eV) below P3. Its largest error is 33.8 mHa (0.92 eV), or 33.8/1296 = 2.6 % of the AE double-ionization energy, and 148 times the largest error of P3. P5 differs from P4 in r_c alone, so the loss of accuracy is due to the large radius, while the low energy is shared with P4 and comes from the full model core. A radius of 3.0 bohr exceeds the C–C bond length in diamond (2.9 bohr) and is far larger than one usable for carbon compounds, so the size of this error and the factor 148 belong to that extreme choice; the pair P1, P2 below shows the effect at practical radii.

Inequality (2) itself is intact. The orbitals of P5 placed in the functional of P3 raise its energy by 251 mHa, and the orbitals of P3 placed in the functional of P5 raise its energy by 237 mHa. Each set is optimal for its own functional and worse for the other, whichever minimum is lower.

P1 and P2 show the effect of r_c without any core term. From (6), E₂ − E₁ = −(4.36686 − 4.36568) + (−1.37061 + 1.37060) + (1.79092 − 1.79090) = −0.00117 Ha, nearly all of it Hartree energy. The bracket (3) reads −14.853 < −1.168 < 11.796 mHa. Its ends are E₂ − E₁ displaced by the two cross rises: −1.168 − 13.685 = −14.853 and −1.168 + 12.964 = 11.796. The bracket does not fix even the sign of E₂ − E₁. The shift from r_c alone is small here, of the same size as the largest difference in their excitation energies, 1.35 mHa. P2 is the lower one. It has the larger maximum error, 4.91 against 3.56 mHa, but the smaller error for s¹p². E_H is also not monotonic in r_c: it is 4.36568, 4.36686 and 4.35565 Ha at 1.2, 1.5 and 3.0 bohr.

In order of rising energy the potentials are P4, P5, P3, P2, P1. In order of rising maximum error they are P3 and P4 together, then P1, P2, P5. Some pairs follow the rule of the manuscript. P3 is both lower and better than P1; these two share their pseudo-orbitals, so the improvement is due to the core correction, and P4 shows that a further 2.12 Ha of lowering by more core charge changes the errors in these four configurations by about 0.01 mHa at most. The pairs P5–P3, P5–P2, P5–P1 and P2–P1 go against the rule.

8. How far the hardness reaches

Equation (8) holds over a whole electron: for 2p² → 2p¹ the integral of eigenvalue differences gives −3.960 mHa for P5 and 0.009 mHa for P3, equal to the errors from total energies. Equation (9) is only local. The AE hardness is 0.39724, 0.38015 and 0.36439 Ha (ss, sp, pp), and the mismatch of P5 is 8.492, 1.789 and −1.917 mHa. These are finite differences with a step of 0.02 electron, and their last digit is uncertain by one unit (10⁻⁵ Ha and 0.001 mHa). For δf = (−0.05, −0.05),

½ (0.05)² (8.492 + 2·1.789 − 1.917) = 0.00125 · 10.153 = 0.01269 mHa,

against 0.01257 mHa from total energies, a deviation of 1 % of the quadratic value. For the neutral excitation δf = (−1, +1) the law gives ½(8.492 − 2·1.789 − 1.917) = 1.50 mHa against 1.52 mHa. For removal of 2p electrons from P5 it fails. With δf = (0, −1) it gives ½(−1.917) = −0.96 mHa against −3.96 mHa, and with δf = (0, −2) four times that, −3.8 mHa, against −33.8 mHa. P1 behaves alike: −0.06 mHa predicted and −0.28 mHa found for the first ionization. Terms beyond second order dominate these three errors. They do not dominate in every ionization: for removal of a 2s electron from P5, δf = (−1, 0), the law gives ½(8.492) = 4.25 mHa against 6.65 mHa, so it supplies the larger part of the error, though not all of it. A conjecture for the cause, not tested here, is that ionization contracts the valence orbitals into the region r < r_c, so that the combination δf·Δη·δf grows in magnitude along the path, whereas the neutral excitation leaves the size of the orbitals nearly unchanged; only this combination enters, not each element of Δη. Such growth can be claimed for P5 and P1 only and is not a general rule: for removal of a 2s electron from P2, whose ss mismatch is −0.142 mHa, the law gives −0.07 mHa while the error is −0.04 mHa, so there the combination shrinks in magnitude along the path. With c(s) = δf·Δη(f⁰ + s δf)·δf, the integrand of (8) vanishes at s = 0 and has derivative c(s), so an integration by parts gives the error as ∫₀¹(1 − s) c(s) ds. Equation (9) works over a whole electron when this integral stays near ½c(0), for which a constant c is sufficient. Contraction cannot be the whole cause for P1, since P3 has the same reference pseudo-orbitals and a first-ionization error of 0.01 mHa. A small Δη at f⁰ is thus no guarantee of small errors for ions, and the charged configurations have to be computed.

9. An objection that should be anticipated

One may reply that the 2.12 Ha is bookkeeping and that E_xc[n_c] should be subtracted. This is permitted, since E_xc[n_c] is a constant and (7) is unchanged. The energies become −6.40435 + 1.0254 = −5.3790 Ha for P3, −8.52543 + 3.1464 = −5.3790 Ha for P4 and −8.51890 + 3.1464 = −5.3725 Ha for P5, with P1 and P2 as before. P3 and P4 then agree to about 0.1 mHa, as (11) leads one to expect, and P5 moves above P3. The very large gap between the two equally accurate potentials therefore belongs to the convention of (1). This does not save the criterion. A subtraction that changes no excitation energy has reversed the order of P3 and P5, so that order carried no information about accuracy. In the new convention P5 still lies 5.3725 − 5.3455 = 0.027 Ha below P1 with a maximum error 33.8/3.56 = 9.5 times as large, and P2 still lies below P1.

10. Where a lower energy does carry meaning

With one potential held fixed, (2) applies in full. If a basis is enlarged so that it contains the previous one, and the integrals are evaluated exactly, the set of trial orbitals grows and the energy cannot rise; a lower energy is then nearer the minimum of that functional, although (2) does not say that the overlap with the exact orbitals, or an energy difference, improves at every such step. A finite-difference grid replaces the kinetic operator by an approximation, so it changes the functional and its energy may approach the limit from either side. Two arrangements of the same atoms, computed with the same potentials, may be compared by energy: writing each pseudo-energy as the AE energy plus Σ_a N_a Δ_a(f⁰) plus a remainder, with N_a atoms of kind a, the sum is the same for both and cancels. The comparison is then as good as the remainders are equal, which is the property called transferability. Mixing potentials between the two calculations leaves the constants in, for P3 and P4 in the convention of (1) an error of 2.12 Ha per carbon atom.

The tests above concern a spherical, spin-unpolarized atom in four configurations. They do not probe spin polarization, channels with l ≥ 2, or the boundary conditions of a molecule or solid, so passing them does not prove transferability to those cases.

Recommendation

The ranking by pseudo-atom energy should be removed, and with it the recommendation of P5. In its place the manuscript should report, for each potential and against the AE atom in the same functional, the errors of neutral and ionic excitation energies and the hardness mismatch, followed by energy differences for the molecules or solids in which the potential is to be used.

Values computed for the example and the checks

```
C atom Z=6, LDA Slater+VWN, reference 2s2 2p2; grid 1227 points, h=0.02
E_AE radial -37.42575 Ha, Gaussian basis -37.42575 Ha
AE eps 2s, 2p (Ha):   -0.50087   -0.19919
AE dE/df 2s, 2p (Ha):   -0.50087   -0.19920
partial core: r0=0.4 bohr, A=0.8453 bohr^-2, b=6.2505 bohr^-1
potential: rc (bohr), core charge (e), E_xc[n_c] alone (Ha)
P1     1.2000     0.0000     0.0000
P2     1.5000     0.0000     0.0000
P3     1.2000     1.0830    -1.0254
P4     1.2000     2.0000    -3.1464
P5     3.0000     2.0000    -3.1464
terms (Ha): sum f eps, -E_H, E_xc[nv+nc], -int nv vxc, sum, SCF E_ps, E_ps-E_AE
P1   -1.40010   -4.36568   -1.37060    1.79090   -5.34548   -5.34548   32.08027
P2   -1.40010   -4.36686   -1.37061    1.79092   -5.34665   -5.34665   32.07910
P3   -1.40010   -4.36568   -2.51426    1.87570   -6.40435   -6.40435   31.02140
P4   -1.40010   -4.36568   -4.64279    1.88315   -8.52543   -8.52543   28.90031
P5   -1.40010   -4.35565   -4.65673    1.89359   -8.51890   -8.51890   28.90685
configurations: s1p3, s2p1, s1p2, s2p0
AE excitation energies (Ha):    0.30233    0.40390    0.71539    1.29565
errors ps-AE (mHa), then max |error| (mHa)
P1     -0.312     -0.281     -0.277     -3.560      3.560
P2     -0.311     -0.433     -0.041     -4.911      4.911
P3     -0.097      0.009     -0.229     -0.074      0.229
P4     -0.096      0.010     -0.228     -0.061      0.228
P5      1.523     -3.960      6.645    -33.849     33.849
AE hardness ss, sp, pp (Ha):    0.39724    0.38015    0.36439
hardness mismatch ss, sp, pp, and half pp (mHa)
P1     -0.384      0.057     -0.126     -0.063
P2     -0.142      0.129     -0.200     -0.100
P3     -0.267     -0.034      0.014      0.007
P4     -0.266     -0.035      0.014      0.007
P5      8.492      1.789     -1.917     -0.958
P3 s2p1 error: eigenvalue integral 0.0088 mHa, energies 0.0088 mHa
P5 s2p1 error: eigenvalue integral -3.9602 mHa, energies -3.9602 mHa
P5 df=(-0.05,-0.05): offset change 0.01257 mHa, quadratic law 0.01269 mHa
functional P1 with orbitals of P2: rise 13.685 mHa
functional P2 with orbitals of P1: rise 12.964 mHa
functional P3 with orbitals of P5: rise 250.728 mHa
functional P5 with orbitals of P3: rise 237.246 mHa
bracket (mHa): -14.853 < E2-E1 = -1.168 < 11.796
max excitation difference P1,P2: 1.351 mHa
E4-E3 = -2.12108 Ha = -57.72 eV
max excitation difference P3,P4: 0.0125 mHa = 0.34 meV
ratio |E4-E3| / that difference: 1.7e+05
E5-E3 = -2.11454 Ha = -57.54 eV
max error P3 6.2 meV, P4 6.2 meV, P5 921.1 meV
max error ratio P5/P3: 148.11
```
